# K to K′ Fourier component of a Gaussian potential in MoS₂

## Problem

An electron in monolayer MoS₂ moves in a smooth potential that depends only on the in-plane position $\mathbf r$:

$$V(\mathbf r)=V_0\,e^{-r^2/2\sigma^2},\qquad \sigma=0.5\ \text{nm}=5\ \text{Å}.$$

Here $\sigma$ is the standard deviation of the potential along any in-plane axis. Take the lattice constant as $a=0.316$ nm, a rough typical value. The Fourier component is defined by

$$\tilde V(\mathbf q)=\int V(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .$$

1. Find the shortest wavevector that joins the valley K to a K′ point, and show that the component there is less than one billionth of $\tilde V(0)$. How much room is there in $\sigma$ and in $a$?
2. How is this component related to the matrix element between the two Bloch states?
3. Does the same smallness hold for thermal electrons, for repeated scattering, and for a smooth potential of another shape?

## Solution

### 1. The Fourier component

**The transform.** The Gaussian is a product of a function of $x$ and a function of $y$, so the integral factors. In the $x$ factor, complete the square:

$$-\frac{x^2}{2\sigma^2}-iq_xx=-\frac{(x+i\sigma^2q_x)^2}{2\sigma^2}-\frac{\sigma^2q_x^2}{2}.$$

Expanding the first term on the right gives $-x^2/2\sigma^2-iq_xx+\sigma^2q_x^2/2$, and the last term removes the surplus. The integrand has no singularities and vanishes at large $|x|$, so the integration line may be shifted by $-i\sigma^2q_x$. What remains is an ordinary Gaussian integral, $\sqrt{2\pi}\,\sigma$. Multiplying the two factors,

$$\tilde V(\mathbf q)=2\pi\sigma^2V_0\,e^{-q^2\sigma^2/2},\qquad \frac{\tilde V(\mathbf q)}{\tilde V(0)}=e^{-q^2\sigma^2/2}.$$

The ratio depends neither on the strength of the potential nor on its sign.

**The wavevector.** Choose lattice vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}{2})$. The reciprocal vectors obeying $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ are

$$\mathbf b_1=\frac{2\pi}{a}\Big(1,-\frac1{\sqrt3}\Big),\qquad \mathbf b_2=\frac{2\pi}{a}\Big(0,\frac2{\sqrt3}\Big).$$

The valleys lie at

$$\mathbf K=\frac{2\mathbf b_1+\mathbf b_2}{3}=\Big(\frac{4\pi}{3a},0\Big),\qquad \mathbf K'=-\mathbf K .$$

The direct difference $\mathbf K'-\mathbf K=-2\mathbf K$ has length $8\pi/3a$. Crystal momentum, however, is defined only up to a reciprocal lattice vector $\mathbf G$, so every vector $-2\mathbf K+\mathbf G$ joins K to some K′ point. Since $3\mathbf K=2\mathbf b_1+\mathbf b_2$ is a reciprocal vector, one member of this set is $\mathbf K$ itself, half as long.

To see that none is shorter, write a general member as $(p\,\mathbf b_1+s\,\mathbf b_2)/3$, where $p$ leaves remainder 2 on division by 3 and $s$ leaves remainder 1. With $|\mathbf b_1|^2=|\mathbf b_2|^2=3|\mathbf K|^2$ and $\mathbf b_1\cdot\mathbf b_2=-\tfrac32|\mathbf K|^2$, its squared length is

$$\frac{|\mathbf K|^2}{3}\,(p^2-ps+s^2).$$

The bracket is a positive integer. Its remainder on division by 3 is that of $4-2+1=3$, namely zero, so it is at least 3, and the length is at least $|\mathbf K|$. The value 3 is reached for $(p,s)=(2,1)$, $(-1,1)$ and $(-1,-2)$. These are the three shortest vectors, at $120^\circ$ to one another:

$$\mathbf Q_1=Q(1,0),\quad \mathbf Q_{2,3}=Q\Big(-\frac12,\pm\frac{\sqrt3}{2}\Big),\quad Q=\frac{4\pi}{3a}.$$

**The number.** For $a=0.316$ nm,

$$Q=\frac{4\pi}{3(0.316\ \text{nm})}=13.26\ \text{nm}^{-1},\qquad Q\sigma=6.628,$$

$$x\equiv\frac{(Q\sigma)^2}{2}=21.96,\qquad \frac{\tilde V(Q)}{\tilde V(0)}=e^{-x}=2.9\times10^{-10}.$$

This is below $10^{-9}$, as was to be shown. Direct numerical integration over $r$ gives the same ratio. For a well with $V_0=-20$ meV, the two components are $\tilde V(0)=-3.14\times10^{-2}$ eV nm² and $\tilde V(Q)=-9.1\times10^{-12}$ eV nm².

The reduction by a reciprocal vector matters greatly to the value. Inserting $2|\mathbf K|$ would multiply the exponent by four and give $7\times10^{-39}$.

**The room in the parameters.** The ratio equals $10^{-9}$ when $Q\sigma=\sqrt{2\ln10^9}=6.438$. At fixed $a$ this requires

$$\sigma>\frac{6.438}{13.26\ \text{nm}^{-1}}=0.486\ \text{nm},$$

and at fixed $\sigma=0.5$ nm it requires

$$a<\frac{4\pi\sigma}{3(6.438)}=0.325\ \text{nm},$$

which is 3 % above the value used. The claim is therefore true with a small margin. Because $x\propto\sigma^2/a^2$, a small relative change of $\sigma$ changes the logarithm of the ratio by $-2x\approx-44$ times that change. One per cent in $\sigma$ thus moves the ratio by a factor of about 1.55.

The meaning of "width" matters even more. If 0.5 nm were the length in $e^{-r^2/\sigma^2}$, the exponent would be halved and the ratio would be $e^{-x/2}=1.7\times10^{-5}$.

### 2. The matrix element between Bloch states

Write the valley states as $\psi_{\mathbf k}=A^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}$, where $A$ is the crystal area and the cell average of $|u_{\mathbf k}|^2$ is one. The coordinate normal to the layer can be integrated out first, because $V$ does not depend on it. The product of the periodic parts is itself periodic:

$$u^*_{\mathbf K'}u_{\mathbf K}=\sum_{\mathbf G}\rho_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}.$$

Inserting this into the matrix element gives

$$M=\frac1A\int u^*_{\mathbf K'}u_{\mathbf K}\,V\,e^{-i(\mathbf K'-\mathbf K)\cdot\mathbf r}\,d^2r=\frac1A\sum_{\mathbf G}\rho_{\mathbf G}\,\tilde V(\mathbf K'-\mathbf K-\mathbf G).$$

The matrix element thus samples all the wavevectors that join K to K′, each weighted by an overlap. The coefficient $\rho_{\mathbf G}$ is the cell average of $u^*_{\mathbf K'}u_{\mathbf K}e^{-i\mathbf G\cdot\mathbf r}$. By the Cauchy–Schwarz inequality its modulus is at most the product of the two root-mean-square values, which is one. The three shortest vectors have length $Q$ and the next three $2Q$, so

$$\frac{A|M|}{|\tilde V(0)|}\le 3e^{-x}+3e^{-4x}+\dots\approx8.7\times10^{-10}.$$

This bound also lies below $10^{-9}$, but barely. At fixed $\sigma$, an increase of $a$ by $\ln(10/8.67)/44\approx0.3\,\%$ would lift it above. Since $a$ is itself a rough value, the bound is best read as "about one billionth".

**Where the potential is centred.** The three contributions can add or cancel. Suppose the valley states consist of point-like orbitals on the Mo sites $\mathbf R$, with amplitudes proportional to $e^{\pm i\mathbf K\cdot\mathbf R}$, and let the Gaussian be centred at $\mathbf r_0$. With $N$ sites and $\mathbf P=\mathbf K'-\mathbf K$,

$$M=\frac1N\sum_{\mathbf R}V(\mathbf R-\mathbf r_0)\,e^{-i\mathbf P\cdot\mathbf R}.$$

To turn this into Fourier components, take $f(\mathbf r)=V(\mathbf r-\mathbf r_0)e^{-i\mathbf P\cdot\mathbf r}$. The function $\sum_{\mathbf R}f(\mathbf r+\mathbf R)$ is periodic. Its Fourier coefficients are $\tilde f(\mathbf G)/\Omega$, where $\Omega=A/N$ is the cell area. Evaluating the series at $\mathbf r=0$ gives

$$M=\frac1A\sum_{\mathbf G}\tilde V(\mathbf P+\mathbf G)\,e^{-i(\mathbf P+\mathbf G)\cdot\mathbf r_0}.$$

- For a centre on Mo, $\mathbf r_0=0$. All phases are one, and the ratio is $3e^{-x}=8.7\times10^{-10}$, so the bound is reached.
- For a centre on the S position, $\mathbf r_0=(\mathbf a_1+\mathbf a_2)/3=a(\tfrac12,\tfrac1{2\sqrt3})$. The products $\mathbf Q_j\cdot\mathbf r_0$ are $2\pi/3$, $0$ and $-2\pi/3$, and the three phase factors add to $1+2\cos(2\pi/3)=0$.

A direct sum over lattice sites confirms both cases. For the S position it gives less than $10^{-14}$ of $\tilde V(0)$. This zero comes from the threefold symmetry and holds only exactly at the valley points. For states of kinetic energy $k_BT$ at 300 K (part 3) the three terms no longer cancel, and the ratio averages about $3\times10^{-9}$.

### 3. What the single component leaves out

**Thermal wavevectors.** Electrons at temperature $T$ do not sit at the valley points. Let the initial state be $\mathbf K+\mathbf k$ and the final state $\mathbf K'+\mathbf k'$, both with kinetic energy $k_BT$. For an effective mass $m=0.5\,m_0$ (rough) at 300 K, $k_BT=25.9$ meV and

$$k=\frac{\sqrt{2mk_BT}}{\hbar}=0.58\ \text{nm}^{-1}.$$

When the two small wavevectors point towards each other, the transfer shrinks to $Q-2k$. The exponent becomes

$$\frac{(Q-2k)^2\sigma^2}{2}=x-2Qk\sigma^2+2k^2\sigma^2=21.96-3.86+0.17=18.27,$$

and the ratio rises to $1.2\times10^{-8}$, forty times the value at the valley points. Averaged over both directions at this fixed energy, the component is $1.2\times10^{-9}$. This mean is raised by a minority of favourable directions; for most pairs of directions the component stays below one billionth. The bound therefore holds at the valley points, but at energy $k_BT$ it fails for some pairs of states and, slightly, for the mean. A scattering rate depends on the square of the component. The root-mean-square value at this energy is $2.5\times10^{-9}$, and over a Boltzmann distribution of energies in the parabolic band it is about $3\times10^{-8}$.

The energy at which it first fails follows from $(Q-2k)\sigma=6.438$, which gives $k=0.19$ nm⁻¹. Since energy scales as $k^2$, this corresponds to $25.9\ \text{meV}\times(0.19/0.58)^2\approx3$ meV.

**Repeated scattering.** A potential can also transfer $Q$ in several smaller steps. Let $H_0$ be the Hamiltonian without the potential and $E$ the energy. The full scattering operator is

$$T=V+V\,\frac1{E-H_0-V}\,V=V+V\,\frac1{E-H_0}\,V+\dots$$

In the second-order term the electron passes through an intermediate state reached by a transfer $\mathbf p$. The two Gaussian factors multiply to

$$e^{-\sigma^2[p^2+(\mathbf Q-\mathbf p)^2]/2}=e^{-\sigma^2Q^2/4}\,e^{-\sigma^2(\mathbf p-\mathbf Q/2)^2}.$$

This identity follows from $p^2+(\mathbf Q-\mathbf p)^2=2(\mathbf p-\mathbf Q/2)^2+Q^2/2$. Splitting the transfer equally halves the exponent, from $x$ to $x/2$. The price is a factor of order $V_0$ divided by the energy of the intermediate state, which lies near the midpoint M between adjacent K and K′ corners.

For an estimate, replace $E-H_0$ by a constant $-D$. The second-order term then acts as the local potential $-V^2/D$. Since $V^2=V_0^2e^{-r^2/\sigma^2}$ has the transform $\pi\sigma^2V_0^2e^{-q^2\sigma^2/4}$, division by $\tilde V(0)=2\pi\sigma^2V_0$ gives $-(V_0/2D)e^{-x/2}$ for each of the three shortest vectors. For a well centred on Mo,

$$\frac{T_2}{\tilde V(0)}\approx\frac{3|V_0|}{2D}\,e^{-x/2},$$

where $T_2$ is the second-order amplitude times $A$.

The energy $D$ needs a band. A simple choice is one orbital per Mo site with hopping $t>0$ to its six neighbours:

$$E(\mathbf k)=2t\,[\cos\mathbf k\cdot\mathbf a_1+\cos\mathbf k\cdot\mathbf a_2+\cos\mathbf k\cdot(\mathbf a_1-\mathbf a_2)].$$

At K each cosine is $-\tfrac12$, so $E=-3t$, the band minimum. For a small displacement $\mathbf p$ from K the linear terms cancel. Each cosine gains $\tfrac14(\mathbf p\cdot\boldsymbol\delta)^2$, where $\boldsymbol\delta$ is its bond vector. The three squares add to $\tfrac32a^2p^2$, and the energy rises by $\tfrac34ta^2p^2$. Equating this to $\hbar^2p^2/2m$ gives $t=1.02$ eV. At M the cosines are $-1$, $1$ and $-1$, so $E=-2t$, which lies $t$ above the minimum.

Take $E$ to be 25 meV below the band edge. This is also below the lowest possible energy in a 20 meV well, so no state of the model lies at $E$. Then $D=1.0175+0.025=1.0425$ eV, and

$$\frac{3(0.020)}{2(1.0425)}\,(1.70\times10^{-5})=4.9\times10^{-7}.$$

The second-order sum with the actual band energies gives $4.5\times10^{-7}$, close to this estimate. Solving the lattice model with the complete $T$ gives $9.7\times10^{-7}$, about 1100 times the first-order result for the same Mo-centred well. Unlike the first-order ratio, this value depends on the sign of $V_0$. For a 20 meV barrier successive orders alternate in sign and largely cancel, leaving a magnitude of $1.2\times10^{-7}$, about 140 times first order.

The complete value is more than twice the second-order one, so third and higher orders are not small corrections here. The constant-denominator argument gives part of the reason. At $q=Q$ the transform of $V^n$ is $(2\pi\sigma^2/n)V_0^n e^{-x/n}$, so the third-order term is $\tfrac23(|V_0|/D)\,e^{x/6}\approx0.5$ times the second-order one. In the lattice model this ratio is larger, 0.91. Most of the difference comes from the energy denominators: with three equal steps the intermediate states lie only $0.77\,t$ above the band minimum, instead of $t$ at M, and this raises the estimate to 0.82. The steps are equal only on average: about a third of the third-order sum passes through a state within $Q/6$ of K or K′, and the effective denominators are 0.80 eV in third order and 1.13 eV in second order. The small factor $|V_0|/D\approx0.02$ is largely offset by the weaker exponential. Within one valley, at this same energy, the series behaves quite differently: the complete K to K amplitude is $1.08\,\tilde V(0)$, only 8 % from first order. A potential can thus be weak for scattering within a valley while the first-order formula fails badly between valleys.

These amplitudes were computed at an energy outside the band. They show the size of the effect but are not scattering rates.

**Another smooth shape.** The factor $e^{-x}$ belongs to the Gaussian shape and not to smoothness in general. Consider

$$V(\mathbf r)=V_0\Big(1+\frac{r^2}{d^2}\Big)^{-3/2},$$

the form produced in the plane by an unscreened vertical dipole at height $d$. To find its transform, let $f(\mathbf r,z)=z/(r^2+z^2)^{3/2}$. For $z>0$ this function obeys Laplace's equation, so its in-plane transform satisfies $\partial_z^2\tilde f=q^2\tilde f$. The solution that decays with height is $C(q)e^{-qz}$. As $z\to0$, $f$ concentrates at the origin while its integral over the plane stays at $2\pi$, so $C=2\pi$. Since $V=V_0d^2f(\mathbf r,d)$,

$$\tilde V(q)=2\pi d^2V_0\,e^{-qd},\qquad \frac{\tilde V(Q)}{\tilde V(0)}=e^{-Qd}.$$

For $d=0.5$ nm this is $e^{-6.63}=1.3\times10^{-3}$, more than six orders of magnitude above the Gaussian result at the same nominal length.

### The cases side by side

All rows use $a=0.316$ nm and a length of 0.5 nm. Each ratio is relative to $\tilde V(0)$ of the same potential.

| Case | Ratio |
|---|---|
| Gaussian, one component at $Q$ | $2.9\times10^{-10}$ |
| Point orbitals, centre on Mo | $8.7\times10^{-10}$ |
| Point orbitals, centre on S | 0 |
| One component, energy $k_BT$, mean over directions | $1.2\times10^{-9}$ |
| One component, energy $k_BT$, shortest transfer | $1.2\times10^{-8}$ |
| Repeated scattering, 20 meV well on Mo (lattice model) | $9.7\times10^{-7}$ |
| Dipole shape, one component | $1.3\times10^{-3}$ |

### Reading the result for a real layer

The lattice constant and mass are rough values for MoS₂, and 300 K is a usual operating temperature. The depth and width of the well are chosen values. The one-band model omits the other bands, the spin splitting and the true band shape away from K, so its $10^{-6}$ illustrates the effect and is not a prediction for MoS₂. All the amplitudes here also refer to states of equal spin. In MoS₂ the lowest conduction states at K and K′ have opposite spins, and a spin-independent potential does not join them; it can only join a state to the one of equal spin in the other valley.

The Gaussian shape is itself an assumption. An unscreened vertical dipole 0.5 nm from the plane gives a ratio of about $10^{-3}$. A missing or foreign atom acts on the scale of the lattice, where no exponential suppression is available. In the point-orbital model, an energy shift confined to one Mo site contributes a single term to the lattice sum, and its K to K′ and K to K amplitudes are equal in magnitude: the ratio is one. The site matters, however. A defect on an S site that shifts its three Mo neighbours equally has a K to K′ amplitude of zero at the valley points, by the same phase cancellation as in part 2. At energy $k_BT$ its ratio is about 0.07 on average, which is small but far above a billionth.

The billionth is therefore a sound reason to neglect the direct, first-order coupling of the valley points by a Gaussian of this width. It does not by itself set the intervalley scattering in a sample, where even a small atomic-scale part of the disorder can outweigh it. The numerical output below lists the main values to more digits.

## Computed values

```
lattice constant a (rough input)        0.316 nm
standard deviation sigma                0.500 nm
well V0                                 -20.0 meV
effective mass (rough input)            0.50 m0
temperature                             300 K
shortest K-K' wavevector Q              13.2557 nm^-1
unreduced length 2|K|                   26.5113 nm^-1
Q sigma                                 6.6278
exponent x = (Q sigma)^2/2              21.9641
V(Q)/V(0), formula                      2.8915e-10
V(Q)/V(0), radial quadrature            2.8915e-10
V(0)                                    -3.1416e-02 eV nm^2
V(Q)                                    -9.0839e-12 eV nm^2
ratio if 2|K| were used                 6.990e-39
ratio for shape exp(-r^2/sigma^2)       1.700e-05
sqrt(2 ln 1e9)                          6.4379
smallest sigma for ratio 1e-9           0.4857 nm
largest a for ratio 1e-9                0.3253 nm
allowed increase of a                   2.95 %
Bloch bound, 3 exp(-x) + outer shell    8.6744e-10
lattice sum, centre on Mo               8.6744e-10
lattice sum, centre on S, below 1e-14   True
thermal energy kT                       25.85 meV
wavenumber at energy kT                 0.5825 nm^-1
largest ratio with thermal k            1.159e-08
angle-averaged ratio with thermal k     1.206e-09
lattice-model hopping                   1.0175 eV
saddle (M) above band edge, model       1.0175 eV
energy below band edge, model           25.0 meV
first order K-K' / V(0), model          8.674e-10
second order K-K' / V(0), model         4.498e-07
second order, constant denominator      4.894e-07
all orders K-K' / V(0), model           9.739e-07
all orders / first order, K-K'          1122.7
all orders K-K / V(0), model            1.0782
dipole shape, d = 0.5 nm, ratio         1.323e-03
```
